\section*{Purcell Factor from the Local Density of States of One Cavity Mode, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a uniform material to one leaky mode}

\subsection{What goes wrong with a fixed lifetime}

Suppose that the radiative lifetime of an emitter is treated as a property of the emitter alone. For the model emitter used later, the uniform host material gives a lifetime of 19.7 ns. Put the same emitter into a small resonator and the decay into one resonator mode alone takes 1.06 ns. A decay rate taken from the first number would then be too small by more than an order of magnitude.

The opposite error is to multiply the uniform rate by the largest enhancement that the resonator can give. Here that factor is 76, but the emitter is not at the field maximum, its dipole is not along the field, and its frequency is not that of the mode. The factor that applies is 18.7. Both errors are avoided by asking how much of the electromagnetic field, at the place, direction and frequency of the emitter, is available to take up a photon.

Hartree atomic units are used: $\hbar=e=m=4\pi\varepsilon_0=1$, and the speed of light is $c=1/\alpha$, where $\alpha$ is the fine-structure constant. The materials are nonmagnetic and described by a real relative permittivity $\varepsilon(\mathbf r)$, without dispersion over the frequencies of interest. The emitter is a point dipole that sees the macroscopic electric field. Corrections for the difference between this field and the microscopic field at the emitter are left out.

\subsection{The coupling to a single field mode}

The modes $\mathbf f_k$ satisfy
\begin{equation}
\nabla\times\nabla\times\mathbf f_k=\frac{\omega_k^2}{c^2}\,\varepsilon\,\mathbf f_k,
\qquad
\int\varepsilon\,\mathbf f_k^*\cdot\mathbf f_{k'}\,d^3r=\delta_{kk'} .
\label{modes}
\end{equation}
The electric field operator is written with an amplitude $N_k$ still to be found,
\begin{equation}
\mathbf E=i\sum_k N_k\left(a_k\mathbf f_k-a_k^\dagger\mathbf f_k^*\right).
\end{equation}
The amplitude follows from the energy. In a state with $m$ photons in mode $k$, the terms $aa$ and $a^\dagger a^\dagger$ average to zero, while $aa^\dagger+a^\dagger a$ averages to $2m+1$. The contribution of this mode to the electric energy is therefore
\begin{equation}
\frac{1}{8\pi}\int\varepsilon\langle E^2\rangle d^3r
=\frac{N_k^2(2m+1)}{8\pi}.
\end{equation}
The magnetic energy is equal to it. Indeed, Faraday's law gives the magnetic field the spatial form $(c/\omega_k)\nabla\times\mathbf f_k$. Integration by parts, with periodic or perfectly conducting boundaries so that the surface term vanishes, gives
\begin{equation}
\frac{c^2}{\omega_k^2}\int|\nabla\times\mathbf f_k|^2d^3r
=\frac{c^2}{\omega_k^2}\int\mathbf f_k^*\cdot\nabla\times\nabla\times\mathbf f_k\,d^3r
=\int\varepsilon|\mathbf f_k|^2d^3r=1 .
\end{equation}
The total must be the oscillator energy $\omega_k(m+\tfrac12)$:
\begin{equation}
\frac{N_k^2(2m+1)}{4\pi}=\omega_k\frac{2m+1}{2}
\quad\Longrightarrow\quad N_k=\sqrt{2\pi\omega_k}.
\end{equation}

The emitter has an excited and a ground state separated by $\omega$. Its transition dipole has the matrix element $d$ along the real unit vector $\mathbf e$. The interaction $-\mathbf d\cdot\mathbf E$ takes the excited emitter without photons to the ground state with one photon in mode $k$. The matrix element has the magnitude
\begin{equation}
g_k=d\sqrt{2\pi\omega_k}\,|\mathbf e\cdot\mathbf f_k(\mathbf r)| .
\label{gk}
\end{equation}
Its phase drops out of the rate. If the modes form a continuum that varies little over the width of the emitter line, the golden rule applies:
\begin{align}
\Gamma&=2\pi\sum_k g_k^2\,\delta(\omega-\omega_k)
=4\pi^2d^2\sum_k\omega_k|\mathbf e\cdot\mathbf f_k|^2\delta(\omega-\omega_k)\nonumber\\
&=4\pi^2\omega d^2\rho(\mathbf r,\mathbf e,\omega),
\qquad
\rho=\sum_k|\mathbf e\cdot\mathbf f_k(\mathbf r)|^2\delta(\omega-\omega_k).
\label{rate}
\end{align}
The delta function allowed $\omega_k$ to be replaced by $\omega$. The quantity $\rho$ is the local density of states projected on the dipole direction. It counts modes per unit frequency and weights each one by the square of its field component along the dipole, taken at the emitter. All dependence on the surroundings is in $\rho$; the factor $d^2$ belongs to the emitter.

\subsection{First case: a uniform material}

Let $\varepsilon=n^2$ everywhere, in a periodic box of volume $\Omega$. The modes are plane waves with two transverse polarizations $\mathbf s$,
\begin{equation}
\mathbf f=\frac{\mathbf s\,e^{i\mathbf k\cdot\mathbf r}}{n\sqrt\Omega},
\qquad \omega_k=\frac{ck}{n}.
\end{equation}
The factor $1/n$ makes the integral of $n^2|\mathbf f|^2$ equal to one. Since the two polarizations and $\hat{\mathbf k}$ form an orthonormal set,
\begin{equation}
\sum_{\mathbf s}|\mathbf e\cdot\mathbf s|^2=1-(\mathbf e\cdot\hat{\mathbf k})^2 .
\end{equation}
The average of $(\mathbf e\cdot\hat{\mathbf k})^2$ over directions is $1/3$, so this sum averages to $2/3$. There are $\Omega\,d^3k/(2\pi)^3$ wave vectors in $d^3k$, and thus
\begin{align}
\rho_0&=\frac{1}{n^2\Omega}\,\frac{\Omega}{(2\pi)^3}\int_0^\infty4\pi k^2\,\frac23\,
\delta\!\left(\omega-\frac{ck}{n}\right)dk\nonumber\\
&=\frac{1}{3\pi^2n^2}\,\frac nc\left(\frac{n\omega}{c}\right)^2
=\frac{n\omega^2}{3\pi^2c^3}.
\label{rho0}
\end{align}
The factor $n/c$ in the second line comes from the argument of the delta function. Inserting this in Eq.~(\ref{rate}) gives
\begin{equation}
\Gamma_0=\frac{4n\omega^3d^2}{3c^3}.
\label{gamma0}
\end{equation}
For $n=1$ this is the spontaneous emission rate in vacuum. The index enters to the first power because the number of waves per unit frequency grows as $n^3$, while the squared electric field of each wave falls as $1/n^2$.

An explicit sum over the plane waves of a box, up to forty wavelengths per box side, agrees with the frequency integral of $\rho_0$ to 0.1 per cent. This tests both the count of waves and the polarization factor.

\subsection{Second case: one mode, closed and then leaky}

In a closed lossless cavity, one mode of frequency $\omega_c$ contributes $|\mathbf e\cdot\mathbf f|^2\delta(\omega-\omega_c)$. The golden rule then gives either zero or infinity, and neither is a decay rate. A leak turns the sharp mode into a narrow continuum. To find its shape, couple the cavity mode with strength $v$ to outside modes at $\omega_j=j\delta$, where $j$ runs over all integers and frequencies are measured from a fixed origin near $\omega_c$. The coupling is taken as independent of frequency, which is justified when the mode is narrow.

An eigenmode of the whole system with frequency $E$ has an amplitude $\alpha$ on the cavity mode and $\beta_j$ outside:
\begin{align}
E\alpha&=\omega_c\alpha+v\sum_j\beta_j,\\
E\beta_j&=\omega_j\beta_j+v\alpha
\quad\Longrightarrow\quad \beta_j=\frac{v\alpha}{E-\omega_j}.
\end{align}
The sum of $1/(E-j\delta)$ over all $j$ is $(\pi/\delta)\cot\varphi$ with $\varphi=\pi E/\delta$. The first equation becomes
\begin{equation}
E-\omega_c=\frac{\pi v^2}{\delta}\cot\varphi .
\label{eigen}
\end{equation}
Differentiating the cotangent sum with respect to $E$ gives the sum of $1/(E-j\delta)^2$ as $(\pi/\delta)^2/\sin^2\varphi$. The normalization $\alpha^2+\sum_j\beta_j^2=1$ therefore reads
\begin{equation}
\frac{1}{\alpha^2}=1+\frac{\pi^2v^2}{\delta^2}\left(1+\cot^2\varphi\right)
=1+\frac{\pi^2v^2}{\delta^2}+\frac{(E-\omega_c)^2}{v^2},
\end{equation}
where Eq.~(\ref{eigen}) replaced the cotangent. Multiplying by $v^2$ and inverting,
\begin{equation}
\alpha^2=\frac{v^2}{(E-\omega_c)^2+(\pi v^2/\delta)^2+v^2}.
\end{equation}
Now define $\kappa=2\pi v^2/\delta$, which is the golden-rule rate at which a photon leaves the cavity mode. Let $\delta\to0$ at fixed $\kappa$. Then $v^2=\kappa\delta/2\pi$ vanishes and the last term in the denominator drops out. By Eq.~(\ref{eigen}), $\cot\varphi=2(E-\omega_c)/\kappa$ hardly changes from one eigenvalue to the next, so the eigenvalues are spaced by $\delta$ up to a relative correction of order $\delta/\kappa$. The weight of the cavity mode per unit frequency is
\begin{equation}
L(\omega)=\lim_{\delta\to0}\frac{\alpha^2}{\delta}
=\frac{1}{2\pi}\,\frac{\kappa}{(\omega-\omega_c)^2+\kappa^2/4}.
\label{L}
\end{equation}

Three checks fix the factors. The area of $L$ is $(\kappa/2\pi)(2\pi/\kappa)=1$: the leak spreads the mode but does not create or destroy it. For $\kappa\to0$ the delta function returns. And the Fourier transform of $L$ is $e^{-i\omega_ct-\kappa t/2}$ for $t>0$, so the energy in the mode decays as $e^{-\kappa t}$. The quality factor is $Q=\omega_c/\kappa$.

Diagonalizing one level coupled to 2001 outside levels reproduces $L$ to 2.6 per cent or better within $\kappa$ of the centre. The remaining difference has a simple origin. The outside band ends at $\pm W$ with $W=20\kappa$. The missing levels would have contributed about $-2E/(W\delta)$ to the sum of $1/(E-\omega_j)$. Multiplied by $v^2$, this changes $E$ to $E(1-\kappa/\pi W)$ in the eigenvalue condition, with $\omega_c=0$. At $E=\kappa$ the Lorentzian then rises by the fraction $2(\kappa/\pi W)/(1+1/4)=0.025$.

\subsection{The local density of states of the mode}

Near an emitter inside the cavity, each eigenmode of the whole system has the field $\alpha\,\mathbf f(\mathbf r)$, where $\mathbf f$ is the cavity mode. This neglects the direct field of the outside modes at the emitter. It is the approximation of one isolated mode with $Q\gg1$. Summing $\alpha^2|\mathbf e\cdot\mathbf f|^2$ over the eigenmodes gives
\begin{equation}
\rho_c(\mathbf r,\mathbf e,\omega)=|\mathbf e\cdot\mathbf f(\mathbf r)|^2L(\omega).
\label{rhoc}
\end{equation}
Position and direction enter through the first factor and frequency through the second.

The same result can be reached from a driven field, without counting modes. Define the response tensor $G$ by
\begin{equation}
\left[c^2\nabla\times\nabla\times-\omega^2\varepsilon\right]G(\mathbf r,\mathbf r')
=\mathbf 1\,\delta(\mathbf r-\mathbf r').
\end{equation}
Expanding in the modes of Eq.~(\ref{modes}), and giving $\omega$ a small positive imaginary part so that the response follows its cause, one mode contributes $\mathbf f_k\mathbf f_k^*/(\omega_k^2-\omega^2-i0)$. For $\omega>0$ the imaginary part of the fraction is
\begin{equation}
\pi\delta(\omega_k^2-\omega^2)=\frac{\pi}{2\omega}\delta(\omega_k-\omega),
\end{equation}
so that
\begin{equation}
\rho=\frac{2\omega}{\pi}\,\mathbf e\cdot\mathrm{Im}\,G(\mathbf r,\mathbf r)\cdot\mathbf e .
\end{equation}
For a closed cavity with damping, replace $\varepsilon$ by $\varepsilon(1+i\kappa/\omega)$. The modes keep their shape, and the denominator becomes $\omega_c^2-\omega^2-i\kappa\omega$. Close to resonance $\omega_c^2-\omega^2\simeq2\omega(\omega_c-\omega)$, and
\begin{align}
\frac{2\omega}{\pi}\,\frac{\kappa\omega}{(\omega_c^2-\omega^2)^2+\kappa^2\omega^2}
&\simeq\frac{2\omega}{\pi}\,\frac{\kappa\omega}{4\omega^2[(\omega-\omega_c)^2+\kappa^2/4]}\nonumber\\
&=L(\omega).
\end{align}
Thus absorption and leakage broaden an isolated mode in the same way. If the material right at the emitter absorbs, however, the dipole also loses energy directly through its near field. This loss is not part of the mode term and is left out here. The contribution of the mode to $\mathrm{Im}\,G$ is a product $\mathbf f\mathbf f^*$. For a real field, a dipole at an angle $\theta$ to it therefore emits in proportion to $\cos^2\theta$, and a perpendicular dipole does not emit into this mode at all.

This was tested by solving the discretized driven equation directly in a metal box with nonuniform permittivity and $Q=1000$. Two positions, three detunings up to $\kappa$ in size and three directions were used. The largest difference from Eq.~(\ref{rhoc}) is 0.11 per cent of the formula. On resonance, tilting the dipole by $30^\circ$ and $60^\circ$ multiplies the density by 0.750 and 0.250. Across the field, at most about $10^{-4}$ of the value along the field remains. The selected mode has no field in that direction, so this remainder comes from the other modes and, for the most part, from the static fields of the box. The static part is the near-field loss mentioned above, since the material at the dipole absorbs in this test. It is finite only because of the grid and grows as the inverse volume of a grid cell, so both this remainder and the level of agreement quoted belong to the grid used.

\section{The enhancement factor and its limits}

\subsection{Symbols and results carried over}

An emitter with transition dipole $d$ along the unit vector $\mathbf e$ and frequency $\omega$ sits at $\mathbf r$ in a material of index $n$. The cavity mode has the frequency $\omega_c$, the energy decay rate $\kappa=\omega_c/Q$, and the field $\mathbf f$ with $\int\varepsilon|\mathbf f|^2d^3r=1$. Units are atomic. The first half gave
\begin{align}
\Gamma&=4\pi^2\omega d^2\rho,\qquad
\rho_0=\frac{n\omega^2}{3\pi^2c^3},\qquad
\Gamma_0=\frac{4n\omega^3d^2}{3c^3},\label{recall1}\\
\rho_c&=|\mathbf e\cdot\mathbf f(\mathbf r)|^2L(\omega),\qquad
L(\omega)=\frac{1}{2\pi}\frac{\kappa}{(\omega-\omega_c)^2+\kappa^2/4}.\label{recall2}
\end{align}
The index 0 marks the uniform material and the index $c$ the cavity mode. The coupling between emitter and mode is $g=d\sqrt{2\pi\omega_c}\,|\mathbf e\cdot\mathbf f(\mathbf r)|$.

The decay rate has been expressed through the projected local density of states, which is now known for a uniform material and for one leaky cavity mode. It remains to take the ratio of the two, test the resulting enhancement factor, and find where it fails or must be changed.

Numerical values quoted here were computed with a short program.
